# The Bound of Four on Tunnelling Prefactors with Three Effective Masses

## Definitions and conventions

An electron passes from a metal, region 1, through a flat insulating layer, region 2, into a semiconductor, region 3. The layer occupies $0<x<d$. Rydberg atomic units are used in the derivation: $\hbar=1$, $2m_e=1$ and $e^2=2$, where $m_e$ is the free-electron mass. The effective mass in region $j$ is $\mu_j m_e$, and its band edge is $V_j$.

The interfaces are flat, so the in-plane wave number $q$ is conserved, as is the total energy $E$. The wave function along $x$ obeys

$$-\frac{d}{dx}\left(\frac{1}{\mu}\frac{d\psi}{dx}\right)+\left(\frac{q^2}{\mu}+V\right)\psi=E\psi .\tag{1}$$

With the mass between the derivatives, the operator remains Hermitian when $\mu$ depends on $x$. This is the usual choice, though not the only Hermitian one, and the matching rule below follows from it. Define

$$k_j^2=\mu_j(E-V_j)-q^2\quad(j=1,3),\qquad \kappa^2=\mu_2(V_2-E)+q^2,$$

$$s_1=\frac{k_1}{\mu_1},\qquad s_2=\frac{\kappa}{\mu_2},\qquad s_3=\frac{k_3}{\mu_3}.$$

In an outer region the energy is $V_j+(k_j^2+q^2)/\mu_j$, so the speed along $x$ is $\partial E/\partial k_j=2s_j$. The quantity $s_2$ has the same dimension but is a decay parameter; nothing travels at that speed. The $s_j$ will be called speed parameters.

**Assumptions.**

1. Each region has one parabolic band with a positive mass.
2. The potential is constant in each region, and the interfaces are abrupt and carry no delta potential.
3. Waves propagate outside and decay inside: $k_1^2$, $k_3^2$ and $\kappa^2$ are positive.
4. The passage is coherent and elastic.

The transmission $T$ is the transmitted flux divided by the incident flux.

## Theorem

Let $y=e^{-2\kappa d}$ and

$$P=\frac{16\,s_1s_2^2s_3}{(s_1^2+s_2^2)(s_2^2+s_3^2)} .\tag{2}$$

Under the assumptions above:

**(a)** $T/(Py)\to1$ as $\kappa d\to\infty$.

**(b)** $P\le4$, with equality if and only if $s_1=s_2=s_3$.

**(c)** At every thickness $d>0$, $T\le1/\cosh^2\kappa d<4e^{-2\kappa d}$.

The exponential $y$ is the WKB exponential of this same rectangular barrier. Part (c) is stronger than a statement about thick barriers: the factor multiplying $y$ stays below four at any finite thickness.

## Lemma 1: matching and flux

*At an interface $\psi$ and $\phi=\psi'/\mu$ are continuous, and the flux $J=2\,\mathrm{Im}(\psi^*\phi)$ is independent of $x$.*

**Proof.** Write (1) as two first-order equations:

$$\psi'=\mu\phi,\qquad \phi'=\left(V+\frac{q^2}{\mu}-E\right)\psi .$$

Integrate both over an interval of width $2\eta$ centred on the interface. The right-hand sides are bounded, so both integrals vanish as $\eta\to0$. Neither $\psi$ nor $\phi$ can jump.

For the flux, the time-dependent equation $i\,\partial_t\psi=H\psi$ gives

$$\partial_t|\psi|^2=2\,\mathrm{Im}(\psi^*H\psi)=-2\,\mathrm{Im}(\psi^*\phi')=-\frac{d}{dx}\,2\,\mathrm{Im}(\psi^*\phi).$$

The potential terms drop out because they are real. The last step holds because $\psi'^*\phi=\mu|\phi|^2$ is real too. Hence $J$ is the flux, and it is constant in a stationary state. $\square$

If $\psi'$ were matched in place of $\psi'/\mu$, the flux would jump at each interface by the ratio of the masses.

## Lemma 2: transmission at any thickness

$$T=\frac{4s_1s_3}{A\cosh^2\kappa d+B\sinh^2\kappa d},\qquad A=(s_1+s_3)^2,\quad B=\left(s_2-\frac{s_1s_3}{s_2}\right)^2 .\tag{3}$$

**Proof.** Outside the layer take

$$\psi=e^{ik_1x}+re^{-ik_1x}\ (x<0),\qquad \psi=t\,e^{ik_3(x-d)}\ (x>d).$$

At $x=d$ this gives $\psi=t$ and $\phi=is_3t$. The general solution in the layer that equals $t$ at $x=d$ is

$$\psi=t\cosh\kappa(d-x)+C\sinh\kappa(d-x).$$

Its derivative divided by $\mu_2$ is

$$\phi=-s_2\left[t\sinh\kappa(d-x)+C\cosh\kappa(d-x)\right].$$

Continuity of $\phi$ at $x=d$ requires $-s_2C=is_3t$, so $C=-is_3t/s_2$. With $c=\cosh\kappa d$ and $h=\sinh\kappa d$, the values at $x=0$ are

$$\psi(0)=t\left(c-\frac{is_3}{s_2}h\right),\qquad \phi(0)=t\left(-s_2h+is_3c\right).$$

On the metal side, $\psi(0)=1+r$ and $\phi(0)=is_1(1-r)$. Adding $\psi(0)$ and $\phi(0)/(is_1)$ removes $r$. Since $-s_2/(is_1)=is_2/s_1$,

$$2=t\left[c-\frac{is_3}{s_2}h+\frac{is_2}{s_1}h+\frac{s_3}{s_1}c\right]
=\frac{t}{s_1}\left[(s_1+s_3)c+i\left(s_2-\frac{s_1s_3}{s_2}\right)h\right].$$

The squared modulus gives $|t|^2=4s_1^2/(Ac^2+Bh^2)$. The incident flux is $2s_1$ and the transmitted flux is $2s_3|t|^2$. Therefore $T=(s_3/s_1)|t|^2$, which is (3). $\square$

As $d\to0$, (3) tends to $4s_1s_3/(s_1+s_3)^2$, the transmission of a single step between media with different masses.

## Proof of the theorem

**Part (a).** From the definitions of the hyperbolic functions,

$$\cosh^2\kappa d=\frac{(1+y)^2}{4y},\qquad \sinh^2\kappa d=\frac{(1-y)^2}{4y}.$$

Insert these in (3) and collect powers of $y$:

$$T=\frac{16s_1s_3\,y}{A(1+y)^2+B(1-y)^2}
=\frac{16s_1s_3}{A+B}\,\frac{y}{1+2\rho y+y^2},\qquad \rho=\frac{A-B}{A+B}.\tag{4}$$

The sum $A+B$ factorizes because the cross terms cancel:

$$s_2^2(A+B)=s_2^2(s_1^2+2s_1s_3+s_3^2)+s_2^4-2s_2^2s_1s_3+s_1^2s_3^2$$
$$=s_1^2s_2^2+s_2^2s_3^2+s_2^4+s_1^2s_3^2=(s_1^2+s_2^2)(s_2^2+s_3^2).$$

Thus $16s_1s_3/(A+B)=P$. Since $A>0$ and $B\ge0$, we have $-1<\rho\le1$, and the last denominator in (4) lies between $(1-y)^2$ and $(1+y)^2$. It tends to one as $y\to0$. To leading order, the correction relative to $Py$ is $-2\rho y$, no larger in size than $2y$.

**Part (b).** The prefactor is a product of one factor for each interface:

$$P=F_1F_3,\qquad F_j=\frac{4s_js_2}{s_j^2+s_2^2}.\tag{5}$$

Each obeys

$$2-F_j=\frac{2(s_j^2+s_2^2)-4s_js_2}{s_j^2+s_2^2}=\frac{2(s_j-s_2)^2}{s_j^2+s_2^2}\ge0 .$$

So $F_j\le2$, with equality only at $s_j=s_2$. Both factors are positive, hence $P\le2\times2=4$, and equality needs both conditions.

**Part (c).** We have $A=4s_1s_3+(s_1-s_3)^2\ge4s_1s_3$ and $B\ge0$. The denominator of (3) is then at least $4s_1s_3\cosh^2\kappa d$, which gives $T\le1/\cosh^2\kappa d$. Finally, $1/\cosh^2\kappa d=4y/(1+y)^2<4y$. $\square$

## Remarks on the meaning and limits of the bound

**Remark 1: equal speed parameters, not equal wave numbers.** At $q=0$ the definitions give $s_j^2=(E-V_j)/\mu_j$ outside and $s_2^2=(V_2-E)/\mu_2$ inside. The bound is therefore approached when

$$\frac{E-V_1}{\mu_1}=\frac{V_2-E}{\mu_2}=\frac{E-V_3}{\mu_3}.\tag{6}$$

Equal wave numbers do not satisfy this if the masses differ. For $k_1=\kappa=k_3$ and masses 1.0, 0.4 and 0.2, the $s_j$ are in the ratio $1:2.5:5$. Then $F_1=10/7.25=1.38$, $F_3=50/31.25=1.60$ and $P=2.21$.

**Remark 2: a slow electron in the semiconductor.** If $s_3\ll s_2$, then $F_3\approx4s_3/s_2$. At $q=0$ and fixed barrier, $s_3$ is proportional to the square root of the kinetic energy. The prefactor vanishes at the semiconductor band edge, although the exponential does not.

**Remark 3: approach from above or below.** By (4), $Te^{2\kappa d}$ exceeds $P$ when $2\rho+y<0$. This happens in a sufficiently thick layer if $B>A$, for example when both outer speed parameters are much smaller than $s_2$. Thus $P$ is not itself an upper bound at finite thickness; four is.

**Remark 4: an attractive interface layer.** Add a potential $g\,\delta(x)$ at the metal interface. Integration of (1) now gives $\phi(0^+)-\phi(0^-)=g\psi(0)$. In a thick layer, the wave returning from the far side may be neglected at $x=0$, so the wave just inside is $De^{-\kappa x}$. With $1+r=D$, and hence $1-r=2-D$,

$$-s_2D-is_1(2-D)=gD\quad\Rightarrow\quad |D|^2=\frac{4s_1^2}{s_1^2+(s_2+g)^2}.$$

At the semiconductor interface a wave $be^{\kappa(x-d)}$ is added:

$$De^{-\kappa d}+b=t,\qquad s_2(-De^{-\kappa d}+b)=is_3t.$$

Eliminating $b$ gives $2s_2De^{-\kappa d}=(s_2-is_3)t$. Hence

$$T\approx\frac{s_3}{s_1}\,\frac{4s_2^2|D|^2}{s_2^2+s_3^2}\,e^{-2\kappa d}
=\frac{4s_1s_2}{s_1^2+(s_2+g)^2}\,F_3\,e^{-2\kappa d}.$$

For $g=0$ this is the theorem's prefactor. For $g=-s_2$ the first factor becomes $4s_2/s_1$, which exceeds two whenever $s_1<2s_2$. If all three $s_j$ are equal, the prefactor is then $4\times2=8$. The attractive layer supplies the change of slope that the decaying wave needs. The absence of such a layer is therefore a real condition of the theorem.

## Example: a 1 nm MgO interlayer

Consider a metal–MgO contact to a heavily doped n-type model semiconductor. The parameters are rough typical values: masses 1.0, 0.4 and 0.2 $m_e$; kinetic energy 5.0 eV in the metal and 0.05 eV in the semiconductor; a barrier 3.0 eV above the electron energy; and $d=1.0$ nm. The semiconductor bands are flat and $q=0$.

A free electron of energy 1 eV has wave number 5.123 nm$^{-1}$, so

$$k_1=5.123\sqrt{1.0\times5.0}=11.46\ \mathrm{nm^{-1}},$$
$$\kappa=5.123\sqrt{0.4\times3.0}=5.612\ \mathrm{nm^{-1}},$$
$$k_3=5.123\sqrt{0.2\times0.05}=0.512\ \mathrm{nm^{-1}}.$$

Division by the masses gives 1326 km/s in the metal, 1624 km/s for the decay parameter, and 297 km/s in the semiconductor. The ratios are $s_1/s_2=0.8165$ and $s_3/s_2=0.1826$. Equation (5) gives

$$F_1=\frac{4(0.8165)}{1+0.8165^2}=1.960,\qquad F_3=\frac{4(0.1826)}{1+0.1826^2}=0.707,$$

and $P=1.385$. The metal interface is nearly matched; the semiconductor interface is not. With $2\kappa d=11.22$, the exponential is $1.335\times10^{-5}$ and $T=1.85\times10^{-5}$. Using wave numbers instead of speed parameters in (5) would give 0.572 for the prefactor, too small by a factor of 2.4.

With all other inputs fixed, (3) gives:

| $d$ (nm) | $T$ | $Te^{2\kappa d}$ | Upper limit $4/(1+y)^2$ |
|---|---|---|---|
| 0.1 | 0.373 | 1.145 | 2.277 |
| 0.2 | 0.140 | 1.325 | 3.270 |
| 0.5 | $5.05\times10^{-3}$ | 1.383 | 3.971 |
| 1.0 | $1.85\times10^{-5}$ | 1.385 | 4.000 |

The third column rises towards $P$ because here $A>B$: in units of $s_2^2$, $A=0.998$ and $B=0.724$. The first two rows illustrate the formula; at such thicknesses a continuum model of an oxide is doubtful.

At fixed barrier and metal energy, semiconductor kinetic energies of 0.01, 0.05, 0.2 and 1.5 eV give $P=0.64$, 1.38, 2.53 and 3.92. Condition (6) requires $3.0\times1.0/0.4=7.5$ eV in the metal and $3.0\times0.2/0.4=1.5$ eV in the semiconductor. The latter is far above the energy assumed for this contact, so its prefactor stays well below four.

## What a real contact changes

A real MgO contact departs from the model in several ways, among them nonuniform thickness, a rounded barrier and semiconductor band bending. The symmetry of the Bloch waves, interface states and defects can also matter and are not estimated here. The following estimates change one feature at a time; the factors should not simply be multiplied.

**Thickness.** Removing 0.21 nm, roughly one atomic layer, raises $T$ by a factor of 10.6. This factor rests on the one-band decay constant assumed here; with the two-band decay constant below it is 6.4, and a slower decay in real MgO would lower it further. Thin spots can still matter as much as the whole prefactor.

**Image force.** The image-charge series was summed for a slab of fast permittivity 3 between an ideal metal and a semiconductor of permittivity 12. The potential was cut off at the outer band edges, and (1) was integrated numerically. The barrier falls by 0.29 eV at mid-layer and $T$ rises by a factor of 8.5. The new $T$ is 11.8 times the flat barrier's exponential, but 1.7 times the exponential of its own rounded barrier. The theorem is not contradicted, since it compares a rectangular barrier with its own exponential. Classical image charges are unreliable close to the interfaces, and the factor depends strongly on how they are cut off: it is 6.5 with the cutoff at the electron energy, 12 with the cutoff 5 eV below it on both sides, and 2 to 3 if the image planes are moved 0.05 to 0.1 nm outside the layer. The ratio to the barrier's own exponential lies between 1.3 and 2.5 for these choices.

**Dispersion in the gap.** If 0.4 $m_e$ is a band-edge mass, a two-band model with a gap of 7.8 eV replaces $\kappa$ by $\kappa\sqrt{1-3.0/7.8}$. The exponent falls from 11.2 to 8.8, and the exponential grows by a factor of 11. The same model lowers the mass that enters the matching to $0.4(1-3.0/7.8)\,m_e$; the prefactor then falls to 1.02 and $T$ grows by a factor of 8.3. A mass fitted to tunnelling data already contains part of this effect.

**Band bending.** A semiconductor Fermi energy of 0.05 eV, with one isotropic valley, corresponds at zero temperature to a density of $4.5\times10^{18}$ cm$^{-3}$. If the band edge bends upward by 0.2 eV at the contact, full ionization, with the electrons remaining in the region neglected, gives a parabolic depletion region 7.6 nm wide. The band edge lies above the electron energy only in the half next to the oxide, and the WKB exponential of that half is 0.015. The wave then no longer propagates beside the oxide, so assumption 3 fails there and this number estimates only the added exponential. Keeping the electrons in Poisson's equation at zero temperature widens the forbidden part from 3.8 to 4.3 nm and lowers the exponential to 0.010. With either profile, band bending moves $T$ furthest of the effects sized here.

**Field, temperature and direction.** Lowering the barrier linearly by 0.1 eV towards the semiconductor, with the outer kinetic energies fixed, represents 1 MV/cm and raises $T$ by 11%. That field is about a tenth of a rough breakdown field of 10 MV/cm. At 300 K the Fermi energy is only 1.9 $k_BT$, so a single energy is a coarse description: raising the energy by $k_BT$ increases $T$ by 28%. Putting half the semiconductor kinetic energy into in-plane motion lowers $T$ by 30%. A semiconductor mass of 0.9 $m_e$ at the same energy multiplies $T$ by 0.48. Thermal passage over the 3.0 eV oxide barrier has a Boltzmann factor of $4\times10^{-51}$ and is negligible. The bent semiconductor band described above is different: its top lies only 0.15 eV, or 5.8 $k_BT$, above the electron energy. The Boltzmann factor there is 0.003, so thermal excitation cannot be neglected beside the tunnelling exponential of 0.015. Averaged over energy and direction at 300 K, the bending reduces the zero-bias conductance to about 0.04 of its flat-band value. Most of that current comes from electrons excited above the Fermi level that tunnel through the thinner upper part of the bent band; only about 15% passes over its top.

All numerical values are calculated from the stated model.
